# Length of a nanowire whose gold droplet is consumed by its sidewalls

## Problem

A semiconductor nanowire grows from vapour beneath a liquid gold droplet. The droplet is a hemisphere whose flat base covers the top of the wire, so that droplet and wire share the radius $R$ there. As the wire rises, gold spreads from the droplet onto the fresh sidewall and stays there, with $\theta$ gold atoms per unit area of new wall. The droplet shrinks, and the wire tapers.

Let $z$ be the height grown, with $R=R_0$ at $z=0$, and let $n$ be the number of gold atoms per unit volume of droplet. Take $n$ and $\theta$ as constant and the wire as round. Neglect the volume of semiconductor dissolved in the droplet, so that $n$ is the density of pure liquid gold. The radius $R_0$ is measured after the substrate has taken up its own gold layer, and no gold is evaporated or exchanged with other droplets.

**(a)** For weak taper, show that the wire terminates at the length $L=nR_0^2/(2\theta)$. Find the radius and the remaining gold at height $z$.

**(b)** Include the slope of the sidewall in its area. Find the corrected height and the condition under which (a) holds.

**(c)** Evaluate the results for a silicon wire with $R_0=40$ nm, $n=53\ \mathrm{nm^{-3}}$ and $\theta=7.8\ \mathrm{nm^{-2}}$.

**(d)** Extend the result to other droplet shapes and wall perimeters, and to growth that stops at a finite radius. Use it to estimate how far the neglected effects move the length in (c).

## Solution

### (a) The gold balance

A hemisphere of radius $R$ has volume $2\pi R^3/3$, so the droplet holds

$$N=\frac{2\pi}{3}\,nR^3 \qquad\Rightarrow\qquad dN=2\pi nR^2\,dR .$$

When the wire rises by $dz$, it gains a strip of sidewall. For weak taper this strip is nearly a cylinder, with area $2\pi R\,dz$. The gold left on it comes from the droplet, so

$$dN=-2\pi\theta R\,dz .$$

The minus sign records that $N$ falls as $z$ rises. Equating the two expressions and dividing by $2\pi R$, which is allowed while $R>0$, gives

$$nR\,dR=-\theta\,dz .$$

Integration from $(z=0,\,R=R_0)$ to $(z,\,R)$ yields

$$\frac n2\left(R^2-R_0^2\right)=-\theta z
\qquad\Rightarrow\qquad
R^2=R_0^2-\frac{2\theta z}{n}.$$

The droplet is used up when $R=0$, which happens at

$$\boxed{L=\frac{nR_0^2}{2\theta}}$$

Substituting $2\theta/n=R_0^2/L$ into the profile, and using $N\propto R^3$, we find

$$R(z)=R_0\sqrt{1-\frac zL},\qquad
\frac{N(z)}{N_0}=\left(1-\frac zL\right)^{3/2},$$

where $N_0=2\pi nR_0^3/3$ is the initial gold content.

The total gold on the finished wall confirms the factor of two in $L$. The wall area is

$$\int_0^L 2\pi R_0\sqrt{1-\frac zL}\,dz=2\pi R_0L\cdot\frac23=\frac{4\pi}{3}R_0L .$$

Multiplying by $\theta$ and inserting $L$ gives $2\pi nR_0^3/3$, which is $N_0$.

The length is finite because the gold content scales as $R^3$ while the loss per unit height scales as $R$. Hence $R^2$ falls at a constant rate with height. At fixed $n$ and $\theta$, a droplet of twice the radius gives a wire four times as long. As $\theta\to0$ the length diverges, and the wire becomes a cylinder of constant radius.

### (b) The slope of the wall

The wall element has the slant length $ds=\sqrt{dz^2+dR^2}$, and its area is $2\pi R\,ds$. The balance becomes

$$2\pi nR^2\,|dR|=2\pi\theta R\,ds
\qquad\Rightarrow\qquad
\frac{ds}{|dR|}=\frac Ra,\qquad a\equiv\frac\theta n .$$

The length $a$ is the thickness that the wall's gold would have as a film of density $n$. Since $ds^2=dz^2+dR^2$,

$$\left(\frac{dz}{dR}\right)^2=\left(\frac Ra\right)^2-1 .$$

This has a real solution for $R\ge a$. Below $R=a$, even a flat ring of width $|dR|$ would need more gold, $2\pi\theta R|dR|$, than the shrinking droplet releases, $2\pi nR^2|dR|$. The balance then cannot be met.

The height reached when $R=a$ follows with $u=R/a$ and $x=R_0/a$:

$$H=\int_a^{R_0}\sqrt{\frac{R^2}{a^2}-1}\;dR
=a\int_1^x\sqrt{u^2-1}\,du .$$

To find the integral, differentiate a trial function:

$$\frac{d}{du}\left[u\sqrt{u^2-1}-\operatorname{arccosh}u\right]
=\frac{2u^2-1}{\sqrt{u^2-1}}-\frac1{\sqrt{u^2-1}}
=2\sqrt{u^2-1}.$$

The bracket vanishes at $u=1$, so

$$H=\frac a2\left[x\sqrt{x^2-1}-\operatorname{arccosh}x\right].$$

For $x\gg1$, $x\sqrt{x^2-1}\simeq x^2-\tfrac12$ and $\operatorname{arccosh}x\simeq\ln(2x)$. In the same variables $L=R_0^2/(2a)=ax^2/2$. The height lost through the slope is therefore

$$L-H\simeq\frac a2\left[\frac12+\ln\frac{2R_0}{a}\right].$$

The result of (a) is the leading term for $R_0\gg\theta/n$. Relative to $L$, the correction is of order $(a/R_0)^2\ln(R_0/a)$.

The case $R_0=5a$ shows how the simple profile fails at strong taper. That profile has $dz=(R/a)|dR|$, and its true wall area is

$$\int_0^{R_0}2\pi R\sqrt{1+\frac{R^2}{a^2}}\;dR
=\frac{2\pi a^2}{3}\left[(1+x^2)^{3/2}-1\right].$$

Multiplying by $\theta=na$ and dividing by $N_0=2\pi na^3x^3/3$ gives

$$\frac{(1+x^2)^{3/2}-1}{x^3}=\frac{26^{3/2}-1}{125}\simeq1.053 .$$

The simple profile would put 5.3 % more gold on the wall than the droplet held.

### (c) A silicon wire

The values stand for a gold-catalysed silicon wire grown along [111] near 870 K at low precursor pressure. They are rough. The density is that of liquid gold at its melting point, 1337 K. At 870 K pure gold is solid, and the droplet is liquid only because it holds silicon. A liquid density extrapolated to 870 K, about $55\ \mathrm{nm^{-3}}$, would lengthen the wire by about 4 %. The coverage is about one gold atom for each atom of a Si(111) plane, whose density is $7.83\ \mathrm{nm^{-2}}$.

The initial gold content is

$$N_0=\frac{2\pi}{3}(53\ \mathrm{nm^{-3}})(40\ \mathrm{nm})^3=7.10\times10^6 ,$$

and the length is

$$L=\frac{(53\ \mathrm{nm^{-3}})(40\ \mathrm{nm})^2}{2\,(7.8\ \mathrm{nm^{-2}})}
=5436\ \mathrm{nm}\simeq5.4\ \mathrm{\mu m}.$$

| $z/L$ | $R$ (nm) | gold left (%) |
|---|---|---|
| 0.25 | 34.6 | 65.0 |
| 0.50 | 28.3 | 35.4 |
| 0.75 | 20.0 | 12.5 |

Halfway up, the radius has fallen by less than a third, but almost two thirds of the gold has gone.

The film thickness is $a=7.8/53=0.147$ nm, less than the 0.314 nm height of a Si(111) bilayer. A wire of radius $R=a$, where the continuum balance fails, would be only 0.29 nm across, about the size of one atom. From $|dR/dz|\simeq a/R$, the wall at the base leans by $0.147/40$ rad, or $0.21^\circ$. The height lost through the slope is

$$L-H\simeq\frac{0.147\ \mathrm{nm}}2\left[0.5+\ln\frac{80}{0.147}\right]\simeq0.5\ \mathrm{nm},$$

about one part in $10^4$ of $L$. Weak taper is an excellent approximation here.

### (d) Other shapes and neglected effects

Let the droplet volume be $vR^3$ and the wall area per unit height be $wR$, with constant $v$ and $w$. Then $N=nvR^3$, and the balance reads

$$3nvR^2\,dR=-\theta wR\,dz .$$

Dividing by $R$ and integrating from $R_0$ down to a final radius $R_s$ gives

$$L'=\frac{3nv}{2\theta w}\left(R_0^2-R_s^2\right).$$

The hemisphere on a round wire has $v=2\pi/3$ and $w=2\pi$. With $R_s=0$, the result of (a) returns. Below, $R_0$ is held at 40 nm unless another choice is stated. Lengths are given to 1 nm so that the factors can be followed; the rough inputs do not justify such accuracy.

**Dissolved silicon.** Let a fraction $c$ of the droplet's atoms be silicon, and let both species occupy equal volumes. The gold density is then $n(1-c)$, and $L$ is multiplied by $1-c$. With the rough value $c=0.25$, it falls to 4077 nm.

If the amount of gold is held fixed instead, the droplet swells to $R_0(1-c)^{-1/3}=44.0$ nm. The factor becomes

$$(1-c)\,(1-c)^{-2/3}=(1-c)^{1/3},$$

and the length is 4939 nm. If $n$ is read from the start as gold atoms per volume of alloy, the formula of (a) needs no change at constant composition.

**Contact angle.** Let the droplet be a spherical cap whose surface meets the flat top at an angle $b$, measured through the liquid. The sphere has radius $\rho=R/\sin b$, and the cap has height $h=\rho(1-\cos b)$. Adding discs at depth $t$ below the top of the cap gives

$$V=\int_0^h\pi(2\rho t-t^2)\,dt=\frac{\pi h^2}{3}(3\rho-h)
=\frac{\pi\rho^3}{3}(1-\cos b)^2(2+\cos b).$$

Relative to the hemisphere, the volume is

$$g=\frac{(1-\cos b)^2(2+\cos b)}{2\sin^3b}.$$

The factor rises steeply with the angle: $g=1.32$ at $100^\circ$ and $2.60$ at $120^\circ$. For the illustrative value $b=110^\circ$, $g=1.80$ and the length rises to 9781 nm. This droplet holds 80 % more gold on the same base, which is why the change is so large.

**Shape of the wall.** A hexagon of side $q$ has the area of a circle of radius $R$ when $(3\sqrt3/2)q^2=\pi R^2$. The ratio of perimeters is

$$\frac{6q}{2\pi R}=\sqrt{\frac{2\sqrt3}{\pi}}=1.050 ,$$

so $L$ falls to 5177 nm at fixed droplet volume.

A wall may also be sawtoothed. The normal of a $\{111\}$ facet such as $(11\bar1)$ makes an angle of cosine $1/3$ with the [111] axis. The facet is therefore tilted from the axis by $\arcsin(1/3)=19.5^\circ$. If facets of this tilt, leaning alternately inward and outward, cover the whole wall, it has $1/\cos19.5^\circ=1.061$ times the smooth area, which reduces $L$ to 5125 nm. On any one side of an untwinned wire, only one of the two leans can belong to a $\{111\}$ facet. If the other facets are less steeply tilted, the effect is smaller.

**Early stop.** Let $\gamma$ be the wall energy per area, $\Omega$ the volume per silicon atom and $\Delta\mu$ the energy gained per atom added to the wire. Leaving out the small change of the droplet's own surface, growth by $dz$ lowers the energy if

$$\pi R^2\frac{\Delta\mu}{\Omega}\,dz>2\pi R\gamma\,dz
\qquad\Leftrightarrow\qquad R>R_s=\frac{2\gamma\Omega}{\Delta\mu}.$$

With the rough values $\gamma=1.2\ \mathrm{J/m^2}$, $\Omega=0.020\ \mathrm{nm^3}$ and $\Delta\mu=0.05$ eV, $R_s=6.0$ nm. The length is multiplied by $1-(6.0/40)^2$ and becomes 5314 nm. A small droplet then remains on the tip. If the growth rate falls to zero as $R\to R_s$, this length is a limit that the wire approaches ever more slowly.

**Evaporation.** Kinetic theory gives the flux $p/\sqrt{2\pi mkT}$ for vapour pressure $p$ and atomic mass $m$. At a growth rate of 0.1 nm/s, the wire takes $t_L=L/(0.1\ \mathrm{nm/s})=15$ h. Since $R^2$ falls linearly, the mean droplet surface is half of $2\pi R_0^2$, and, with the vapour pressure of flat, pure gold and a constant growth rate, the number of atoms evaporated from the droplet is about

$$N_{\rm ev}=\pi R_0^2\,t_L\,\frac{p}{\sqrt{2\pi mkT}} .$$

A rough vapour pressure of $10^{-12}$ Torr at 870 K gives about 230 atoms, or $3\times10^{-5}$ of the gold. Evaporation from the droplet can be neglected here. The wall is much larger; if it lost gold at the same flux, the loss would be about 0.35 % of the gold, which is still small.

**Combined estimate.** Density, droplet volume, wall area and final radius enter $L'$ as separate factors. For dissolved silicon, the $110^\circ$ cap, the hexagon, the full sawtooth and the early stop together,

$$\frac{L'}{L}=\frac{0.75\times1.799}{1.050\times1.061}
\left[1-\left(\frac{6.0}{40}\right)^2\right]\simeq1.18 ,$$

or $L'\simeq6.4\ \mathrm{\mu m}$. Here $R_s$ keeps its value for a smooth round wall. The larger wall area would raise it to about 6.7 nm, which shortens the wire by less than 1 %. The modest total change comes from a large increase, due to the contact angle, set against several reductions, and it holds only near $b=110^\circ$. With the other values unchanged, the ratio is 0.87 at $100^\circ$ and 1.71 at $120^\circ$, or 4.7 and 9.3 $\mathrm{\mu m}$. It does not mean that each effect is small.

**Comparison with real growth.** Gold can diffuse between droplets on clean silicon surfaces, so a real droplet may gain or lose gold apart from what it leaves on its own wall. If a droplet loses a fraction $f$ of its gold before growth begins, $R_0^2$ and hence $L$ are multiplied by $(1-f)^{2/3}$. For $f=0.10$, the length is 5067 nm. Exchange during growth needs a rate equation for each droplet and is outside this model; a droplet that gains gold fast enough need not terminate at all. Gold loss is also not the only cause of taper. $R(z)$ is the radius at the moment the droplet passes height $z$, and silicon deposited directly on the wall afterwards thickens the lower part; at $10^{-3}$ of the axial rate it would add about 5 nm to the base radius. The coverage also depends on growth conditions, since a higher precursor pressure or a trace of oxygen can hinder the spreading of gold. Because $L\propto1/\theta$, a wall with a tenth of the coverage would allow a wire ten times as long. The value of $5.4\ \mathrm{\mu m}$ is thus an estimate for a hemispherical droplet of pure gold that exchanges no gold with others, on a round wire with a smooth, fully covered wall.

All numerical values are calculated from the stated model.
